# Why Midbond Functions Recover Dispersion: Two Hydrogen Atoms at 8 Bohr: a program that tests the result

```python
"""Why midbond functions recover dispersion: two hydrogen atoms, R = 8 bohr.

Result under test: a Gaussian exp(-beta |r-d|^2) has, about a nucleus at
distance d, the angular weights w_l = (2l+1) exp(-x) i_l(x), x = beta d^2,
with mean l(l+1) = 2 beta d^2.  Placed midway between two atoms, low-l
functions therefore supply high-l excitations of both atoms, and lower
the second-order dispersion energy
  E = - sum_ab |<ab|1/r12|00>|^2 / (e_a + e_b - 2 e_0).
Atomic units inside the program: lengths in bohr, energies in hartree.
A, B: the atoms; phi: their 1s orbitals; L: highest l on the atoms.
Exchange and higher orders of perturbation theory are left out.
"""
from itertools import combinations
from math import comb, factorial
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.special import spherical_in
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R = 8.0
MICRO = 1e6

# ---------- angular content of a displaced Gaussian ----------
beta, d = 0.3, R / 2
x = beta * d**2
nodes, weights = np.polynomial.legendre.leggauss(100)
r_grid, r_weight = 8 * (nodes + 1), 8 * weights
gauss = np.exp(-beta * (r_grid[:, None]**2 + d**2
                        - 2 * r_grid[:, None] * d * nodes[None, :]))
norm = (np.pi / (2 * beta))**1.5
w_quad = []
for l in range(31):
    P_l = np.polynomial.legendre.Legendre.basis(l)(nodes)
    a_l = (2 * l + 1) / 2 * gauss @ (weights * P_l)
    w_quad.append(4 * np.pi / (2 * l + 1)
                  * np.sum(r_weight * r_grid**2 * a_l**2) / norm)
w_quad = np.array(w_quad)
l_all = np.arange(31)
w_formula = (2 * l_all + 1) * np.exp(-x) * spherical_in(l_all, x)
assert np.allclose(w_quad, w_formula, atol=1e-9)
mean_ll = np.sum(w_quad * l_all * (l_all + 1))
assert abs(mean_ll - 2 * beta * d**2) < 1e-6

# ---------- exact first-order response of the hydrogen atom ----------
r = sp.symbols("r", positive=True)
peaks = []
for l in range(1, 7):
    f = (r**l / l + r**(l + 1) / (l + 1)) * sp.exp(-r)
    lhs = (-(sp.diff(f, r, 2) + 2 * sp.diff(f, r) / r
             - l * (l + 1) * f / r**2) / 2 - f / r + f / 2)
    assert sp.simplify((lhs - r**l * sp.exp(-r)) * sp.exp(r)) == 0
    fine = np.linspace(0.01, 20, 20000)
    radial = fine * (fine**l / l + fine**(l + 1) / (l + 1)) * np.exp(-fine)
    peaks.append(fine[np.argmax(radial)])
assert np.all(np.diff(peaks) > 0)


def high_l_response(side):
    """l >= 3 response of A on the axis at r = d to an axial dipole on B."""
    return sum(side**l * (l + 1) / R**(l + 2)
               * (d**l / l + d**(l + 1) / (l + 1)) for l in range(3, 80))


coherence = abs(high_l_response(1) / high_l_response(-1))
assert coherence > 1


# ---------- multipole dispersion constants from a Slater-type basis ----------
def integral(n):
    return factorial(n) / 2.0**(n + 1)


def pseudo_spectrum(l, size=8):
    powers = [l + 1 + k for k in range(size)]
    S = np.array([[integral(p + q) for q in powers] for p in powers])
    H = np.array([[(p * q * integral(p + q - 2)
                    - (p + q) * integral(p + q - 1) + integral(p + q)) / 2
                   + l * (l + 1) / 2 * integral(p + q - 2)
                   - integral(p + q - 1) for q in powers] for p in powers])
    t = np.array([2 * integral(l + 1 + p) for p in powers]) / np.sqrt(2*l + 1)
    scale = 1 / np.sqrt(np.diag(S))
    e, U = eigh(H * np.outer(scale, scale), S * np.outer(scale, scale))
    return e + 0.5, ((t * scale) @ U)**2


spectra = {l: pseudo_spectrum(l) for l in (1, 2, 3)}
for l, (omega, t2) in spectra.items():
    static = 8 / (2*l + 1) * (integral(2*l + 2) / l
                              + integral(2*l + 3) / (l + 1))
    assert abs(2 * np.sum(t2 / omega) / static - 1) < 1e-6


def C_pair(l, k):
    (w1, s1), (w2, s2) = spectra[l], spectra[k]
    return comb(2*l + 2*k, 2*l) * np.sum(
        np.outer(s1, s2) / (w1[:, None] + w2[None, :]))


C6 = C_pair(1, 1)
C8 = 2 * C_pair(1, 2)
C10 = 2 * C_pair(1, 3) + C_pair(2, 2)

# ---------- 1s orbital in Gaussians ----------
s_exps = [0.04 * 2.4**k for k in range(12)]
atom = gto.M(atom="H 0 0 0", unit="Bohr", spin=1, verbose=0,
             basis={"H": [[0, [a, 1.0]] for a in s_exps]})
e_s, c_s = eigh(atom.intor("int1e_kin") + atom.intor("int1e_nuc"),
                atom.intor("int1e_ovlp"))
# intor may order the shells by itself, so exponents are read back
s_order = [atom.bas_exp(i)[0] for i in range(atom.nbas)]
phi_shell = [0] + [[a, c] for a, c in zip(s_order, c_s[:, 0])]
e0 = e_s[0]
assert -0.5 < e0 < -0.49999

START = [0.03, 0.03, 0.04, 0.05, 0.06, 0.06, 0.06]
TOP = [8.0, 4.0, 2.6, 1.7, 1.0, 1.0, 1.0]
MID = ([[l, [a, 1.0]] for l in (0, 1) for a in (0.9, 0.3, 0.1)]
       + [[2, [a, 1.0]] for a in (0.6, 0.2)])


class Pair:
    """Integrals for two atoms and optional extra function sites."""

    def __init__(self, dist, lmax, ratio=2.0, widen=1.0, extras=()):
        shells = [phi_shell]
        for l in range(lmax + 1):
            a = START[l] / widen
            while a <= TOP[l] * widen:
                shells.append([l, [a, 1.0]])
                a *= ratio
        places = [0.0, dist] + list(extras)
        names = ["H%d" % (i + 1) for i in range(len(places))]
        basis = {n: (shells if i < 2 else MID) for i, n in enumerate(names)}
        mol = gto.M(atom=[(n, (0, 0, z)) for n, z in zip(names, places)],
                    basis=basis, unit="Bohr", spin=len(places) % 2, verbose=0)
        site, ang, expo, ground, ground_shell = [], [], [], [], []
        for i in range(mol.nbas):
            l = mol.bas_angular(i)
            is_phi = mol.bas_nprim(i) > 1
            if is_phi:
                ground.append(len(site))
                ground_shell.append(i)
            site += [mol.bas_atom(i)] * (2*l + 1)
            ang += [-1 if is_phi else l] * (2*l + 1)
            expo += [mol.bas_exp(i)[0]] * (2*l + 1)
        self.site, self.ang = np.array(site), np.array(ang)
        self.expo, self.ground = np.array(expo), ground
        self.S = mol.intor("int1e_ovlp")
        self.unit = np.eye(len(site))
        kinetic = mol.intor("int1e_kin")
        self.h = []
        for z in (0.0, dist):
            with mol.with_rinv_origin((0, 0, z)):
                self.h.append(kinetic - mol.intor("int1e_rinv"))
        a, b = ground_shell
        n = mol.nbas
        self.G = mol.intor("int2e", aosym="s1", shls_slice=(
            a, a + 1, 0, n, b, b + 1, 0, n)).reshape(len(site), len(site))

    def atomic(self, where, L):
        pick = (self.site == where) & (self.ang >= 0) & (self.ang <= L)
        return self.unit[:, pick]

    def shell(self, where, l, exponent):
        pick = ((self.site == where) & (self.ang == l)
                & (abs(self.expo - exponent) < 1e-9))
        return self.unit[:, pick]

    def excited(self, which, columns):
        phi = self.unit[:, self.ground[which]]
        Q = columns - np.outer(phi, (phi @ self.S) @ columns)
        M = Q.T @ (self.S @ Q)
        size = np.sqrt(np.diag(M))
        w, V = eigh(M / np.outer(size, size))
        keep = w > 1e-8
        X = (Q / size) @ (V[:, keep] / np.sqrt(w[keep]))
        e, U = eigh(X.T @ (self.h[which] @ X))
        return e - e0, X @ U

    def energy(self, cols_A, cols_B):
        eA, XA = self.excited(0, cols_A)
        eB, XB = self.excited(1, cols_B)
        g = XA.T @ self.G @ XB
        return -np.sum(g**2 / (eA[:, None] + eB[None, :]))


# ---------- long-range check against the multipole sum ----------
far = 20.0
pair_far = Pair(far, 3)
E_far = pair_far.energy(pair_far.atomic(0, 3), pair_far.atomic(1, 3))
E_far_multipole = -sum(C_pair(l, k) / far**(2 * (l + k + 1))
                       for l in (1, 2, 3) for k in (1, 2, 3))
assert abs(E_far / E_far_multipole - 1) < 3e-3

# ---------- partial waves and midbond functions at R ----------
pair = Pair(R, 6, extras=(R / 2, -R / 2, 3 * R / 2))
A = {L: pair.atomic(0, L) for L in range(1, 7)}
B = {L: pair.atomic(1, L) for L in range(1, 7)}
mid, behind_A, behind_B = (pair.atomic(s, 2) for s in (2, 3, 4))
join = np.hstack
E_L = {L: pair.energy(A[L], B[L]) for L in A}
assert all(E_L[L + 1] < E_L[L] for L in range(1, 6))

E_mid = pair.energy(join([A[2], mid]), join([B[2], mid]))
E_one = pair.energy(join([A[2], mid]), B[2])
E_behind = pair.energy(join([A[2], behind_A]), join([B[2], behind_B]))
E_best = pair.energy(join([A[6], mid]), join([B[6], mid]))
assert E_best < min(E_L[6], E_mid)
assert (E_L[6] - E_best) / abs(E_best) < 0.03
missing = E_L[2] - E_best
gain = E_L[2] - E_mid
gain_one = E_L[2] - E_one
gain_behind = E_L[2] - E_behind
assert gain > 1.9 * gain_one
assert gain_behind < gain

# the gain is not the repair of a poor s, p, d radial set
dense = Pair(R, 2, ratio=1.6, widen=1.5)
E_dense = dense.energy(dense.atomic(0, 2), dense.atomic(1, 2))
radial_defect = E_L[2] - E_dense
assert abs(radial_defect) < 0.05 * gain


# midbond functions cut to their l <= K part about each atom
def cut(atom_columns):
    SA = pair.S @ atom_columns
    return atom_columns @ np.linalg.solve(atom_columns.T @ SA, SA.T @ mid)


gain_cut = {K: E_L[2] - pair.energy(join([A[2], cut(A[K])]),
                                    join([B[2], cut(B[K])]))
            for K in (3, 4, 5, 6)}
assert gain_cut[6] > gain_cut[3]
assert gain_cut[6] > 0.7 * gain


# best atom-centred polarization shells for comparison
def gain_shells(shells):
    extra = [join([pair.shell(s, l, a) for l, a in shells]) for s in (0, 1)]
    return E_L[2] - pair.energy(join([A[2], extra[0]]),
                                join([B[2], extra[1]]))


f_exps = sorted(set(pair.expo[(pair.site == 0) & (pair.ang == 3)]))
g_exps = sorted(set(pair.expo[(pair.site == 0) & (pair.ang == 4)]))
gain_f, best_f = max((gain_shells([(3, a)]), a) for a in f_exps)
gain_ff = max(gain_shells([(3, a), (3, b)])
              for a, b in combinations(f_exps, 2))
gain_fg, best_g = max((gain_shells([(3, best_f), (4, a)]), a) for a in g_exps)
assert gain > gain_ff

# each atom may also use the functions of its partner
both = join([A[2], B[2]])
E_dimer = pair.energy(both, both)
both_mid = join([both, mid])
E_dimer_mid = pair.energy(both_mid, both_mid)
assert E_dimer < E_L[2] and E_dimer_mid < E_dimer

# ---------- printed numbers ----------
print(f"distance R = {R:.1f} bohr, midpoint d = {d:.1f} bohr")
print(f"Gaussian exponent beta = {beta:.1f} bohr^-2, x = {x:.2f}")
print("weights w_0..w_7:", " ".join(f"{w:.4f}" for w in w_quad[:8]))
print(f"weight in l >= 3: {w_quad[3:].sum():.4f}")
print(f"mean l(l+1): {mean_ll:.4f}")
print("response peak, l=1..6 (bohr):", " ".join(f"{p:.2f}" for p in peaks))
print(f"l>=3 response at d, facing/behind ratio: {coherence:.3f}")
print(f"C6 = {C6:.4f} hartree bohr^6")
print(f"C8 = {C8:.3f} hartree bohr^8")
print(f"C10 = {C10:.2f} hartree bohr^10")
for name, C, n in (("C6", C6, 6), ("C8", C8, 8), ("C10", C10, 10)):
    print(f"-{name}/R^{n} at R: {-C / R**n * MICRO:.3f} microhartree")
print(f"1s energy in Gaussians: {e0:.7f} hartree")
print(f"E at {far:.0f} bohr, L=3: {E_far * MICRO:.6f} microhartree")
print(f"multipole sum there: {E_far_multipole * MICRO:.6f} microhartree")
for L in E_L:
    print(f"E(L={L}): {E_L[L] * MICRO:.4f} microhartree, "
          f"{A[L].shape[1] + B[L].shape[1]} functions")
print(f"E(L=2 + midbond): {E_mid * MICRO:.4f} microhartree")
print(f"reference E(L=6 + midbond): {E_best * MICRO:.4f} microhartree")
print(f"reference in meV: {E_best * HARTREE_EV * 1e3:.4f} meV")
print(f"missing at L=2: {missing * MICRO:.4f} microhartree")
print(f"missing at L=2 / reference: {100 * missing / abs(E_best):.2f} %")
print(f"midbond functions: {mid.shape[1]}")
print(f"midbond gain: {gain * MICRO:.4f} microhartree")
print(f"midbond gain / missing: {100 * gain / missing:.1f} %")
print(f"gain, midbond for A only: {gain_one * MICRO:.4f} microhartree")
print(f"gain, sites behind atoms: {gain_behind * MICRO:.4f} microhartree")
print(f"s,p,d radial defect: {radial_defect * MICRO:.4f} microhartree")
for K in gain_cut:
    print(f"gain, midbond cut to l<={K}: {gain_cut[K] * MICRO:.4f} microhartree")
print(f"gain, best f per atom (14): {gain_f * MICRO:.4f} microhartree")
print(f"gain, best two f per atom (28): {gain_ff * MICRO:.4f} microhartree")
print(f"gain, f and g per atom (32): {gain_fg * MICRO:.4f} microhartree")
print(f"f, g exponents used: {best_f:.2f}, {best_g:.2f} bohr^-2")
print(f"E(L=2, partner functions): {E_dimer * MICRO:.4f} microhartree")
print(f"same + midbond: {E_dimer_mid * MICRO:.4f} microhartree")
print("verified")
```

It prints:

```
distance R = 8.0 bohr, midpoint d = 4.0 bohr
Gaussian exponent beta = 0.3 bohr^-2, x = 4.80
weights w_0..w_7: 0.1042 0.2474 0.2631 0.1937 0.1104 0.0514 0.0202 0.0069
weight in l >= 3: 0.3854
mean l(l+1): 9.6000
response peak, l=1..6 (bohr): 2.56 3.71 4.78 5.82 6.85 7.87
l>=3 response at d, facing/behind ratio: 2.948
C6 = 6.4990 hartree bohr^6
C8 = 124.399 hartree bohr^8
C10 = 3285.83 hartree bohr^10
-C6/R^6 at R: -24.792 microhartree
-C8/R^8 at R: -7.415 microhartree
-C10/R^10 at R: -3.060 microhartree
1s energy in Gaussians: -0.4999981 hartree
E at 20 bohr, L=3: -0.106746 microhartree
multipole sum there: -0.106744 microhartree
E(L=1): -24.4093 microhartree, 66 functions
E(L=2): -32.1675 microhartree, 136 functions
E(L=3): -34.4911 microhartree, 220 functions
E(L=4): -35.4015 microhartree, 310 functions
E(L=5): -35.8308 microhartree, 420 functions
E(L=6): -36.0592 microhartree, 550 functions
E(L=2 + midbond): -36.1102 microhartree
reference E(L=6 + midbond): -36.3739 microhartree
reference in meV: -0.9898 meV
missing at L=2: 4.2065 microhartree
missing at L=2 / reference: 11.56 %
midbond functions: 22
midbond gain: 3.9427 microhartree
midbond gain / missing: 93.7 %
gain, midbond for A only: 1.7447 microhartree
gain, sites behind atoms: 1.4079 microhartree
s,p,d radial defect: 0.0097 microhartree
gain, midbond cut to l<=3: 2.3193 microhartree
gain, midbond cut to l<=4: 3.2042 microhartree
gain, midbond cut to l<=5: 3.5914 microhartree
gain, midbond cut to l<=6: 3.7702 microhartree
gain, best f per atom (14): 2.1963 microhartree
gain, best two f per atom (28): 2.2856 microhartree
gain, f and g per atom (32): 3.0067 microhartree
f, g exponents used: 0.10, 0.12 bohr^-2
E(L=2, partner functions): -34.0315 microhartree
same + midbond: -36.2553 microhartree
verified
```
